\section*{Dipolar coupling of two NV spins and the coherence a gate needs}

\section{The situation}

Nitrogen ions are implanted into diamond, and annealing lets vacancies diffuse until some are captured beside a nitrogen atom. Two of the resulting nitrogen-vacancy (NV) centres lie $r=10$ nm apart. In the negative charge state, assumed here, each carries an electron spin $S=1$ that can serve as a qubit. How strongly do the spins interact magnetically, and how long must they stay coherent for that interaction to entangle them?

All couplings below are ordinary frequencies: an energy $hJ$ produces a phase $2\pi Jt$.

\section{The dipolar scale}

Treat the spins as point dipoles with moments $\mathbf m_i=-g\mu_B\mathbf S_i$, where $\mathbf S_i$ is dimensionless. At separation $r\hat{\mathbf r}$, the first produces the field
\begin{equation}
\mathbf B_1=\frac{\mu_0}{4\pi r^3}\left[3(\mathbf m_1\cdot\hat{\mathbf r})\hat{\mathbf r}-\mathbf m_1\right].
\end{equation}
The energy is $-\mathbf m_2\cdot\mathbf B_1$. The two minus signs in the moments cancel, so
\begin{equation}
\frac{H_{\rm dip}}{h}=J_0\,\mathbf S_1\cdot\mathsf T\,\mathbf S_2,\qquad
\mathsf T=\mathsf 1-3\hat{\mathbf r}\hat{\mathbf r}^{\mathsf T},\qquad
J_0=\frac{\mu_0(g\mu_B)^2}{4\pi h r^3}.
\end{equation}
With the free-electron value $g=2.0023$, $J_0r^3=52.04$ MHz nm$^3$. Dividing by $(10\ \text{nm})^3$ gives $J_0=52.04$ kHz, or roughly 50 kHz.

\section{Leading order: spins pinned to their axes}

The zero-field term $D(\mathbf S_i\cdot\mathbf n_i)^2$, with $D\approx2870$ MHz, favours quantization along the NV axis $\mathbf n_i$. A magnetic field adds $\gamma\mathbf B\cdot\mathbf S_i$, where $\gamma=g\mu_B/h$. The qubit levels are $m=0$ and $m=-1$ along $\mathbf n_i$.

Let $\mathbf s_i(a)$ be the mean spin in level $a$ of centre $i$. To first order in $J_0$, and with no near-degenerate product levels coupled to each other,
\begin{equation}
E(a,b)=E_1(a)+E_2(b)+J_0\,\mathbf s_1(a)\cdot\mathsf T\,\mathbf s_2(b).
\end{equation}
What entangles is the part of the energy that is not a sum of one-spin terms:
\begin{align}
J&=E(-1,-1)-E(-1,0)-E(0,-1)+E(0,0)\nonumber\\
&=J_0\,\Delta\mathbf s_1\cdot\mathsf T\,\Delta\mathbf s_2,\qquad
\Delta\mathbf s_i=\mathbf s_i(-1)-\mathbf s_i(0).\label{eq:J}
\end{align}
The one-spin energies have cancelled, and the four dipolar terms factor. For pinned spins $\Delta\mathbf s_i=-\mathbf n_i$, hence
\begin{equation}
J=AJ_0,\qquad A=\mathbf n_1\cdot\mathbf n_2-3(\mathbf n_1\cdot\hat{\mathbf r})(\mathbf n_2\cdot\hat{\mathbf r}).
\end{equation}

For parallel axes at angle $\theta$ to $\hat{\mathbf r}$, $A=1-3\cos^2\theta$. This runs from $1$ to $-2$ and vanishes at $\cos^2\theta=1/3$, so a distance alone does not fix the coupling. A typical size follows from averaging over directions. Put $c_n=\mathbf n_1\cdot\mathbf n_2$ and $p=(\mathbf n_1\cdot\hat{\mathbf r})(\mathbf n_2\cdot\hat{\mathbf r})$. The isotropic averages $\langle\hat r_i\hat r_j\rangle=\delta_{ij}/3$ and $\langle\hat r_i\hat r_j\hat r_k\hat r_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$ give $\langle p\rangle=c_n/3$ and $\langle p^2\rangle=(1+2c_n^2)/15$. Therefore
\begin{equation}
\langle A^2\rangle=c_n^2-6c_n\frac{c_n}{3}+9\,\frac{1+2c_n^2}{15}=\frac{3+c_n^2}{5}.
\end{equation}
The rms of $A$ is 0.89 for parallel axes and 0.79 for two different $\langle111\rangle$ axes, where $c_n=\pm1/3$. Thus $J_0$ is a fair estimate of the size of $J$.

Two pairs in a (001) layer serve as examples. The first has both axes along $[111]$ and $\hat{\mathbf r}$ along $[1\bar10]$, so $A=1$. The second has axes $[111]$ and $[\bar111]$ and $\hat{\mathbf r}$ along $[010]$, so $A=1/3-3(1/3)=-2/3$ and $AJ_0=-34.69$ kHz.

The no-degeneracy condition matters. For parallel axes, take $z$ along them. The dipolar term connects $|0,-1\rangle$ and $|-1,0\rangle$ with element $J_0(T_{xx}+T_{yy})/2=-AJ_0/2$, because $\mathsf T$ has zero trace. If the two resonances coincide, this exchange of excitation is as important as the phase shift. They must differ by much more than $J_0$ for the gate below to work.

\section{Gate time and echo}

Let $Z=+1$ on $|0\rangle$ and $-1$ on $|-1\rangle$. The projector on $|-1\rangle$ is $(1-Z)/2$, so the conditional energy is
\begin{equation}
\frac{H_J}{h}=J\,\frac{1-Z_1}{2}\,\frac{1-Z_2}{2}
=\frac J4\left(1-Z_1-Z_2+Z_1Z_2\right).
\end{equation}
A controlled-phase gate gives $|-1,-1\rangle$ a relative phase $\pi$. Setting $2\pi|J|T=\pi$ yields
\begin{equation}
T=\frac{1}{2|J|}.
\end{equation}
For $A=1$, $T=1/(2\times52.04\ \text{kHz})=9.61\ \mu$s. For the tilted pair, $T=1/(2\times34.69\ \text{kHz})=14.41\ \mu$s.

Static detunings add unknown multiples of $Z_1$ and $Z_2$. A $\pi$ pulse on each spin at $T/2$ changes $Z_i\to-Z_i$, so the single-spin terms cancel between the halves. The product $Z_1Z_2$ keeps its sign and continues to act. The result is the controlled-phase gate up to single-qubit operations. A pulse on one spin alone reverses $Z_1Z_2$ and cancels the coupling.

This was tested in the nine-level dynamics of the tilted pair in a 2.0 mT field along $[111]$, with ideal instantaneous pulses and $T=1/(2|J|)=14.16\ \mu$s from the nine-level value of $J$ given below. The measure is the smallest eigenvalue of the partially transposed two-qubit density matrix: negative means entangled, and $-0.5$ is maximal. With 400 random static detuning pairs corresponding to $T_2^*=2\ \mu$s, pulses on both spins gave $-0.500$, and no pulses gave $0.224$, which differs from the fully mixed value $0.25$ through the sampling noise of 400 draws. Without detuning noise, a pulse on one spin gave zero to three decimals. What matters is therefore the coherence left in the echo at time $T$, described below by $T_2$, and not $T_2^*$.

These runs omit the nuclear spins. A nitrogen-14 nucleus in the tilted centre hardly changes its echo at this field. With nitrogen-15, often chosen for implantation, the misaligned field modulates the echo strongly, and the gate time must avoid the minima.

Using levels $m=\pm1$ instead doubles each $\Delta\mathbf s_i$. The coupling becomes $4J$, or 208 kHz for $A=1$, and the gate takes 2.40 $\mu$s. The phase picked up from an axial noise field also doubles, so that encoding must be judged by its own $T_2$.

\section{First correction: a transverse field}

A uniform field cannot lie along two different axes. For the tilted pair, $\mathbf B\parallel\mathbf n_1$ leaves centre 2 with $B_\parallel=B/3$ and $B_\perp=\sqrt{8/9}\,B$. Let $z$ be along $\mathbf n_2$ and $x$ along the transverse field. The small parameter is
\begin{equation}
\epsilon=\frac{\gamma B_\perp}{D}.
\end{equation}
Since $\langle\pm1|S_x|0\rangle=1/\sqrt2$, first-order perturbation theory gives
\begin{align}
|0'\rangle&\simeq|0\rangle-\frac{\epsilon}{\sqrt2}\left(|+1\rangle+|-1\rangle\right),\\
|-1'\rangle&\simeq|-1\rangle+\frac{\epsilon}{\sqrt2}|0\rangle .
\end{align}
The signs come from the energy denominators $0-D$ and $D-0$; $\gamma B_\parallel$ is dropped beside $D$. There is also an admixture of $|+1\rangle$ in $|-1'\rangle$, of size $\epsilon B_\perp/(4B_\parallel)$, through the intermediate state $|0\rangle$. It changes the mean spin only at second order, provided $B_\parallel$ is not too small.

The mean transverse spins are
\begin{equation}
\langle S_x\rangle_{0'}=2\left(-\frac{\epsilon}{\sqrt2}\right)\frac{2}{\sqrt2}=-2\epsilon,\qquad
\langle S_x\rangle_{-1'}=2\,\frac{\epsilon}{\sqrt2}\,\frac1{\sqrt2}=\epsilon .
\end{equation}
Thus $\Delta\mathbf s_2=-\mathbf n_2+3\epsilon\,\hat{\mathbf x}$, while $\Delta\mathbf s_1=-\mathbf n_1$. Equation~(\ref{eq:J}) becomes
\begin{equation}
\frac{J}{J_0}=A-3\epsilon K+O(\epsilon^2),\qquad K=\mathbf n_1\cdot\mathsf T\,\hat{\mathbf x}.
\end{equation}
Here $\hat{\mathbf x}$ is the normalized part of $\mathbf n_1$ perpendicular to $\mathbf n_2$, namely $(2,1,1)/\sqrt6$. Then
\begin{equation}
K=\frac{4}{\sqrt{18}}-3\,\frac1{\sqrt3}\,\frac1{\sqrt6}=\frac1{3\sqrt2},\qquad
\frac{J}{AJ_0}=1+\frac{3}{2\sqrt2}\,\epsilon .
\end{equation}

The value of $\epsilon$ can be read from the separation $\delta$ of the resonances. Second-order shifts are $-\epsilon^2D$ for $|0'\rangle$ and $+\epsilon^2D/2$ for $|-1'\rangle$, so the transition of centre 2 lies at $D-\gamma B/3+3\epsilon^2D/2$. That of centre 1 lies at $D-\gamma B$. Subtracting,
\begin{equation}
\delta=\frac23\gamma B+\frac43\frac{(\gamma B)^2}{D}.
\end{equation}
With $\delta=38.8$ MHz the positive root is $\gamma B\approx56.0$ MHz. Hence $\epsilon\approx0.943\times56.0/2870=0.0184$, and the predicted increase in $|J|$ is $1.06\times0.0184\approx2.0\,\%$. Diagonalizing all nine levels gives $J=-35.31$ kHz, an increase of $1.8\,\%$ relative to $AJ_0$. The remainder contains second-order terms in $\epsilon$ and in $J_0$, which are not separated here.

The parallel pair shows a second-order term in $J_0$ by itself. To separate its resonances, the calculation assigned axial fields of 2.0 and 3.5 mT to the two centres, a device rather than a practical field profile over 10 nm. With $x$ now along $\hat{\mathbf r}$, the dipolar term couples $|0,-1\rangle$ to $|+1,0\rangle$ with element $J_0(T_{xx}-T_{yy})/2=-3J_0/2$. The gap is $\gamma(B_1+B_2)\approx154$ MHz. The lower level moves down by $(1.5\times52.04\ \text{kHz})^2/(154\ \text{MHz})\approx0.04$ kHz. The level $|-1,0\rangle$ moves down equally, through $|0,+1\rangle$. Both enter $J$ with a minus sign, raising it by 0.08 kHz, in agreement with the computed 52.12 kHz. The mutual repulsion of $|0,-1\rangle$ and $|-1,0\rangle$ cancels in their sum.

\section{The coherence time}

Suppose each qubit undergoes independent dephasing that multiplies its coherence by
\begin{equation}
c=e^{-y},\qquad y=\left(\frac{T}{T_2}\right)^n .
\end{equation}
The exponent $n$ describes the shape of the echo decay. This smooth law assumes diamond depleted of carbon-13. In natural diamond at 2 mT, precession of the carbon-13 nuclei makes the echo collapse during the first 10 to 20 $\mu$s. With the field along the NV axis it revives near 93 $\mu$s; in a misaligned field the revival is weaker. A long $T_2$ read from the revivals then does not guarantee coherence at the gate time.

Dephasing by the factor $c$ is equivalent to applying an unwanted $Z$ with probability $(1-c)/2$: the off-diagonal factor is then $(1+c)/2-(1-c)/2=c$.

Start both qubits in $(|0\rangle+|-1\rangle)/\sqrt2$. The ideal gate produces a maximally entangled state. Since $Z_i$ commutes with the gate, errors can be moved to the initial state, where each $Z_i$ gives an orthogonal state. The target survives when neither error occurs, so its fidelity is
\begin{equation}
F=\left(\frac{1+c}{2}\right)^2 .
\end{equation}
The output is a mixture of four orthogonal maximally entangled states, equivalent to the Bell states under local rotations. Partial transposition turns each Bell projector into $\mathsf 1/2$ minus a Bell projector. The eigenvalues are therefore $1/2-p_k$, where $p_k$ are the weights. The largest weight is $F$, so entanglement requires $F>1/2$, or $c>\sqrt2-1=0.414$. This condition concerns the completed gate; a shorter interaction would need a separate analysis. It also applies only to independent noise. Noise common to both centres is plausible at 10 nm. For parallel axes it shifts both resonances equally and leaves the coherence between $|0,-1\rangle$ and $|-1,0\rangle$ intact; with Gaussian noise the state then stays entangled far below $c=0.414$. For the tilted pair a uniform, isotropic Gaussian noise field gives the two phases a correlation of only $c_n=1/3$, so that coherence decays as $c^{2(1-c_n)}=c^{4/3}$ and the threshold moves only to about 0.40.

For small infidelity $\eta=1-F$, expand to second order:
\begin{align}
F&=\left(1-\frac y2+\frac{y^2}{4}\right)^2
=1-y+\frac34y^2+O(y^3),\\
y&=\eta+\frac34\eta^2+O(\eta^3),\qquad
\frac1y=\frac1\eta-\frac34+O(\eta).
\end{align}
Because $T_2/T=y^{-1/n}$,
\begin{equation}
\frac{T_2}{T}\simeq\left(\frac1\eta-\frac34\right)^{1/n}.
\end{equation}
For $n=1$ and $\eta=0.01$ this gives 99.25, equal to the full inversion at the digits shown. At $\eta=0.1$ it gives 9.25 against 9.23. At the entanglement limit, $\eta=0.5$, it gives 1.25 against 1.13, and the expansion is no longer accurate.

For the pair with $A=1$, the full inversion requires:
\begin{center}
\begin{tabular}{lcc}
Target & $T_2$, $n=1$ & $T_2$, $n=3$\\
$F=0.50$ & 10.9 $\mu$s & 10.0 $\mu$s\\
$F=0.90$ & 89 $\mu$s & 20 $\mu$s\\
$F=0.99$ & 954 $\mu$s & 44.5 $\mu$s
\end{tabular}
\end{center}
A coherence time near 10 $\mu$s is thus a threshold. A good gate needs tens of microseconds to about a millisecond, depending on the decay law. With $T_2=100\ \mu$s and $n=1$, $F=0.91$ for this pair and 0.87 for the tilted one. Since $T\propto r^3$ at fixed $A$, the completed gate with $A=1$, $n=1$ and this $T_2$ still entangles out to $10\,(100/10.9)^{1/3}\approx20.9$ nm.

\section{Implanted pairs}

The assumed $T_2=100\ \mu$s is a rough value; shallow implanted centres can fall well below it. Implantation also breaks the assumption of a fixed distance. Take ions aimed at points 10 nm apart, with independent Gaussian straggling of 3 nm per axis, a rough value for nitrogen near 5 keV. The median separation is then 11.7 nm, where $J_0=32.5$ kHz. The 10th and 90th percentiles are 6.8 and 16.8 nm, where $J_0$ is 163 and 10.9 kHz. This factor of 15 comes before any variation of $A$, so each pair's coupling must be measured.

Annealing also leaves some nitrogen without a vacancy. A spin-1/2 from such an atom, 10 nm away with $A=1$, shifts an NV resonance by up to 26 kHz in either direction. At a few mT the shift is smaller in some of its states, because hyperfine coupling to its own nucleus reduces the mean electron spin. The echo removes this shift if that spin stays fixed during the gate, but not if it flips.

Four further estimates concern the parallel pair. Spreading each spin equally over three carbon atoms changes $J$ by about $0.1\,\%$. A rough spin-relaxation time of 5 ms at 300 K makes $T/T_1$ about $0.2\,\%$. A 50 ns $\pi$ pulse occupies $0.5\,\%$ of the gate, but its error can be larger: if nitrogen-14 hyperfine coupling detunes a square pulse by 2.2 MHz, the spin fails to flip with a probability near $5\,\%$. A crude tunnelling estimate of exchange is $(1\ \text{eV}/h)\,e^{-2\kappa r}$ with $\kappa=\sqrt{2mW}/\hbar$, level depth $W=2.6$ eV and mass $m=0.3\,m_e$. Here $2\kappa r\approx90$ and the result is near $10^{-25}$ Hz, so the magnetic interaction dominates at this distance. The numerical output gives the remaining values for both pairs.

\section*{Computed values}
\begin{verbatim}
electron g factor (magnitude): 2.0023
distance: 10.0 nm
dipolar scale J0: 52.04 kHz
J0 times r^3: 52.04 MHz nm^3
rms A, parallel axes: 0.894
rms A, different axes: 0.789
parallel pair, A: 1.000
parallel pair, J from nine levels: 52.12 kHz
parallel pair, gate time: 9.61 us
levels +1/-1, J from nine levels: 208.17 kHz
levels +1/-1, gate time: 2.40 us
zero-field splitting (rough input): 2870 MHz
uniform field on tilted pair: 2.0 mT
tilted pair, resonance separation: 38.8 MHz
tilted pair, A: -0.667
tilted pair, A*J0: -34.69 kHz
tilted pair, J from nine levels: -35.31 kHz
tilted pair, change from A*J0: 1.79 %
tilted pair, gate time from A*J0: 14.41 us
T2* in simulation (rough input): 2.0 us
smallest eigenvalue of partial transpose (negative = entangled):
  noise, pulses on both spins: -0.500
  noise, no pulses: 0.224
  no noise, pulse on one spin: -0.000
coherence c at entanglement limit: 0.414
F=0.50, n=1: T2/T = 1.13; T2 parallel 10.9 us, tilted 16.4 us
F=0.50, n=3: T2/T = 1.04; T2 parallel 10.0 us, tilted 15.0 us
F=0.90, n=1: T2/T = 9.23; T2 parallel 88.7 us, tilted 133.1 us
F=0.90, n=3: T2/T = 2.10; T2 parallel 20.2 us, tilted 30.2 us
F=0.99, n=1: T2/T = 99.25; T2 parallel 953.6 us, tilted 1430.3 us
F=0.99, n=3: T2/T = 4.63; T2 parallel 44.5 us, tilted 66.7 us
echo T2 (rough input): 100 us
F at this T2, n=1, parallel: 0.910
F at this T2, n=1, tilted: 0.870
largest entangling distance, A=1, n=1: 20.9 nm
spin density on three carbons changes J by 0.096 %
level depth 2.6 eV, mass 0.3 m_e (rough)
log10 of exchange estimate in Hz: -25
T1 at 300 K (rough input): 5 ms
gate time / T1, parallel: 0.19 %
Rabi frequency (input): 10 MHz
pi pulse: 50 ns
pi pulse / gate time, parallel: 0.52 %
shift by a spin-1/2 at 10 nm, A=1: +/- 26.0 kHz
straggling per axis (rough input): 3.0 nm
10 % of pairs closer than 6.8 nm; J0 there 162.6 kHz
50 % of pairs closer than 11.7 nm; J0 there 32.5 kHz
90 % of pairs closer than 16.8 nm; J0 there 10.9 kHz
\end{verbatim}
